# Interface-State Peak Area Recovered with a Wrong Oxide Capacitance

## Problem

A metal-oxide-semiconductor capacitor on p-type silicon has interface states with the Gaussian density

$$
D(E)=\frac{N}{\sigma\sqrt{2\pi}}\exp\left[-\frac{(E-E_0)^2}{2\sigma^2}\right],
$$

where $E$ is measured from midgap at the surface and $N$ is the number of states per area. Generate its low-frequency and high-frequency capacitance curves, $C_{LF}(V_G)$ and $C_{HF}(V_G)$.

An analyst receives the two curves and assumes the oxide capacitance $C'=C_{ox}(1+\delta)$ instead of the true $C_{ox}$. With $C'$ the analyst subtracts the oxide from both curves to obtain the interface-state capacitance, and integrates the low-frequency curve to obtain the surface potential. By what factor is the recovered area $N'$ wrong?

All capacitances and charges are per unit area. The following is assumed:

- The dc bias is swept slowly enough for equilibrium.
- All interface states follow the low-frequency signal and none follows the high-frequency signal.
- The surface is laterally uniform, carriers obey Boltzmann statistics, and the acceptors are fully ionized.
- The states are acceptor-like, without a degeneracy factor, and the ideal flat-band voltage is zero.
- The peak lies in depletion and weak inversion, where minority carriers contribute negligibly.

The numbers are $T=300$ K, acceptor density $N_A=10^{17}$ cm$^{-3}$, intrinsic density $n_i=10^{10}$ cm$^{-3}$, oxide thickness 10 nm, $N=2\times10^{11}$ cm$^{-2}$, $\sigma=0.05$ eV and $E_0=-0.07$ eV. The relative permittivities are 11.7 for silicon and 3.9 for the oxide. These are model parameters.

## Generating the curves

Let $\psi_s$ be the surface potential relative to the bulk, positive towards inversion, and let $V_T=kT/q$ and $x=\psi_s/V_T$. The semiconductor charge $Q_s$ follows from Poisson's equation. With $\psi$ the local potential, the charge density is

$$
\rho=q\left[N_A(e^{-\psi/V_T}-1)-\frac{n_i^2}{N_A}(e^{\psi/V_T}-1)\right].
$$

Multiplying $d^2\psi/dz^2=-\rho/\varepsilon_s$ by $d\psi/dz$ and integrating from the neutral bulk to the surface gives

$$
\frac12\left(\frac{d\psi}{dz}\right)_s^2=-\frac1{\varepsilon_s}\int_0^{\psi_s}\rho\,d\psi=\frac{qN_AV_T}{\varepsilon_s}F,
$$

$$
F=e^{-x}+x-1+\frac{n_i^2}{N_A^2}(e^x-x-1).
$$

Gauss's law then gives $Q_s=-\mathrm{sgn}(\psi_s)\sqrt{2\varepsilon_sqN_AV_TF}$, which is negative in depletion.

At the surface the Fermi level lies $q(\psi_s-\phi_F)$ above midgap, with $\phi_F=V_T\ln(N_A/n_i)=0.417$ V. The occupation and the trapped charge are therefore

$$
f=\frac1{1+\exp\{[E-q(\psi_s-\phi_F)]/kT\}},\qquad Q_{it}=-q\int D f\,dE.
$$

The gate carries the opposite of the total charge in the silicon and the interface states, and this gate charge $Q_G$ fixes the voltage across the oxide:

$$
Q_G=-(Q_s+Q_{it})=C_{ox}(V_G-\psi_s). \tag{1}
$$

Solving (1) at each gate voltage gives $\psi_s(V_G)$. A small change of $V_G$ with all charges responding gives $C_{LF}=dQ_G/dV_G$. The same change with $Q_{it}$ and the minority charge frozen at their dc values gives $C_{HF}$.

To express these curves by capacitances, define $C_s=-dQ_s/d\psi_s$, $C_{it}=-dQ_{it}/d\psi_s$ and $L=C_s+C_{it}$. Equation (1) reads $V_G=\psi_s+Q_G/C_{ox}$. Differentiating it with respect to $Q_G$, first with all charges following and then with the states frozen, gives

$$
\frac1{C_{LF}}=\frac1{C_{ox}}+\frac1L,\qquad
\frac1{C_{HF}}=\frac1{C_{ox}}+\frac1{C_s}. \tag{2}
$$

The same $C_s$ appears in both expressions because minority carriers are neglected in the window.

Since $df/d\psi_s=qf(1-f)/kT$,

$$
C_{it}=\frac{q^2}{kT}\int D f(1-f)\,dE. \tag{3}
$$

The area of this capacitance is the number of states. Each state goes from empty to filled as $\psi_s$ crosses the peak, so

$$
\frac1q\int C_{it}\,d\psi_s=\int D\,[f]_{\rm start}^{\rm end}\,dE=N, \tag{4}
$$

provided that the window covers the peak and its thermal tails.

## A tempting solution

With the wrong oxide capacitance, the analyst computes

$$
C_{it}'=\left(\frac1{C_{LF}}-\frac1{C'}\right)^{-1}-\left(\frac1{C_{HF}}-\frac1{C'}\right)^{-1}.
$$

Define the error in the inverse oxide capacitance,

$$
u=\frac1{C_{ox}}-\frac1{C'}=\frac{\delta}{C_{ox}(1+\delta)}.
$$

By (2), the first bracket is $1/L+u$ and the second is $1/C_s+u$. Hence

$$
C_{it}'=\frac{L}{1+uL}-\frac{C_s}{1+uC_s}
=\frac{L(1+uC_s)-C_s(1+uL)}{(1+uL)(1+uC_s)}.
$$

The terms $uLC_s$ cancel in the numerator, and $L-C_s=C_{it}$ remains:

$$
C_{it}'=\frac{C_{it}}{(1+uL)(1+uC_s)}. \tag{5}
$$

It now seems enough to put this into (4). With the average

$$
\langle X\rangle=\frac{\int X\,C_{it}\,d\psi_s}{\int C_{it}\,d\psi_s},
$$

the result is

$$
\frac{N'}N\overset{?}{=}\left\langle\frac1{(1+uL)(1+uC_s)}\right\rangle. \tag{6}
$$

For $\delta=-10\,\%$ this average is 1.168, so the area would come out 17 % too large.

## Where the fault lies

Equation (5) is correct. The fault is the variable of integration in (6). The analyst has no access to the true $\psi_s$. The potential axis in the problem is built from the low-frequency curve with the same wrong $C'$, and it is distorted as well.

Differentiating (1) gives $C_{LF}=C_{ox}(1-d\psi_s/dV_G)$, so the true axis obeys

$$
\frac{d\psi_s}{dV_G}=1-\frac{C_{LF}}{C_{ox}}.
$$

The analyst integrates this relation with $C'$ in place of $C_{ox}$ and obtains a potential $\psi'$ with

$$
\frac{d\psi'}{dV_G}=1-\frac{C_{LF}}{C'}.
$$

The constant of integration shifts the whole axis and does not affect an area.

To compare the two slopes, write (2) as $C_{LF}=C_{ox}L/(C_{ox}+L)$. The true slope is then

$$
1-\frac{C_{LF}}{C_{ox}}=\frac{C_{ox}}{C_{ox}+L}.
$$

For the assumed slope, substitute $1/C'=1/C_{ox}-u$:

$$
1-\frac{C_{LF}}{C'}=1-\frac{C_{LF}}{C_{ox}}+uC_{LF}
=\frac{C_{ox}}{C_{ox}+L}(1+uL).
$$

Dividing the second slope by the first gives

$$
\frac{d\psi'}{d\psi_s}=1+uL. \tag{7}
$$

If $C'$ is too small, $u$ is negative: the recovered peak is too high, but its potential axis is compressed. Equation (6) counts the first effect and omits the second.

## The right solution

The analyst's area is $N'=(1/q)\int C_{it}'\,d\psi'$. Inserting (5) and (7),

$$
N'=\frac1q\int\frac{C_{it}}{(1+uL)(1+uC_s)}(1+uL)\,d\psi_s,
$$

and the factor $1+uL$ cancels:

$$
\boxed{\frac{N'}N=\left\langle\frac1{1+uC_s}\right\rangle} \tag{8}
$$

At $\delta=-10\,\%$ the ratio is 1.056. The area is 5.6 % too large, about one third of the error claimed by (6).

The interface-state capacitance enters (8) only as the weight of the average. Multiplying $D$ by a constant leaves this weight unchanged after normalization. At given $C_{ox}$, doping, temperature, peak position and peak shape, the relative error therefore does not depend on $N$.

**The same result on the gate-voltage axis.** Written with measured quantities, the subtraction is

$$
C_{it}'=\frac{C_{LF}}{1-C_{LF}/C'}-\frac{C_{HF}}{1-C_{HF}/C'}.
$$

Multiply by $d\psi'/dV_G=1-C_{LF}/C'$ and use a common denominator. The numerator is

$$
C_{LF}\left(1-\frac{C_{HF}}{C'}\right)-C_{HF}\left(1-\frac{C_{LF}}{C'}\right)=C_{LF}-C_{HF},
$$

so that

$$
N'=\frac1q\int\frac{C_{LF}-C_{HF}}{1-C_{HF}/C'}\,dV_G. \tag{9}
$$

The assumed oxide capacitance corrects only the high-frequency curve here, which is why only $C_s$ is left in the error factor.

**Condition for a usable peak.** For the recovered peak to be finite and its potential axis to run in the true direction throughout, the slope $d\psi'/dV_G$ must be positive, which requires $C'>C_{LF}$ throughout the window. By (7) this is the same as $1+uL>0$. It also secures $1+uC_s>0$: for negative $u$, $C_s\le L$ implies $1+uC_s\ge1+uL$, and for positive $u$ there is nothing to check. Where $C_{LF}>C'$, the recovered potential runs backwards, and $C_{it}'$ diverges where $C_{LF}=C'$. The area evaluated from (9) is less demanding: the factor $1-C_{LF}/C'$ has cancelled there, and the integral remains finite and equal to (8) as long as $C'>C_{HF}$. In the example the largest $C_{LF}$ in the window is $0.575\,C_{ox}$, so an error of $-10\,\%$ is safely allowed.

## When the first answer applies

Equation (6) answers a different question. Suppose that a correct potential axis is supplied by a source that does not use $C'$, while the subtraction still uses $C'$. The axis distortion (7) is then absent, and (6) holds.

The area error is larger in this case. As long as $C'>C_{LF}$ throughout the window, both factors in (6) exceed one for $u<0$, and both are below one for $u>0$. The additional factor then moves the ratio further from one. Correcting the axis alone removes a compensation between two errors.

The error now also depends on the amount of interface states, because $L$ contains $C_{it}$. Raising $N$ fivefold, to $10^{12}$ cm$^{-2}$, changes the ratio at $\delta=-10\,\%$ from 1.168 to 1.461. With the integrated axis it stays at 1.056.

## Small errors and two limits

For small $\delta$, $u=\delta/C_{ox}$ to first order. Expanding (8) and (6) gives

$$
\frac{N'}N\simeq1-\delta\frac{\langle C_s\rangle}{C_{ox}}
\quad\text{(integrated axis)},
$$

$$
\frac{N'}N\simeq1-\delta\frac{2\langle C_s\rangle+\langle C_{it}\rangle}{C_{ox}}
\quad\text{(correct axis)}.
$$

The factor 2 arises because $C_s$ appears once by itself and once within $L$.

The second order shows why underestimates do more harm than overestimates of equal size. Let $c=\langle C_s\rangle/C_{ox}$. With $uC_{ox}=\delta-\delta^2+\dots$, equation (8) becomes

$$
\frac{N'}N=1-c\,\delta+\left(c+\frac{\langle C_s^2\rangle}{C_{ox}^2}\right)\delta^2+\dots
$$

The quadratic coefficient is positive. It adds to the excess for negative $\delta$ and reduces the deficit for positive $\delta$.

**Small semiconductor capacitance.** If $C_s\ll C_{ox}$ across the peak, a modest relative error in $C_{ox}$ hardly affects the integrated-axis area. At fixed $\delta$, halving the oxide thickness doubles $C_{ox}$ and halves the first-order error. For a 5 nm oxide the ratio at $-10\,\%$ is 1.027 instead of 1.056.

**Oxide ignored altogether.** For $C'\to\infty$, $u\to1/C_{ox}$, and (9) reduces to the plain area between the two measured curves divided by $q$. Equation (8) gives

$$
\frac{N'}N\to\left\langle\frac1{1+C_s/C_{ox}}\right\rangle\ge\frac1{1+c}.
$$

The inequality holds because $1/(1+y)$ is convex for $y>-1$, so its average is not below its value at the average $y$. With $c=0.475$ the bound is $1/1.475=0.678$. Even this extreme choice loses at most about one third of the area in the example.

## Worked numbers

The surface-potential window runs from 0.05 to 0.65 V, which corresponds to gate voltages from 0.138 to 1.160 V. At the upper end the electron density at the surface, relative to $N_A$, is $\exp[(0.65-2\times0.4167)/0.02585]\approx8\times10^{-4}$, so neglecting minority carriers is justified. With the correct $C_{ox}=345.3$ nF/cm$^2$ the curves return $2.000\times10^{11}$ cm$^{-2}$.

**At the top of the peak.** The maximum lies at $\psi_s=0.347$ V, as expected from $\phi_F+E_0/q=0.417-0.070$ V. There $C_s=160.8$ and $C_{it}=191.5$ nF/cm$^2$, so $L=352.3$ nF/cm$^2$. Equation (2) gives

$$
C_{LF}=\frac{345.3\times352.3}{345.3+352.3}=174.4\ \text{nF/cm}^2,
$$

$$
C_{HF}=\frac{345.3\times160.8}{345.3+160.8}=109.7\ \text{nF/cm}^2,
$$

in agreement with the synthetic curves.

For $\delta=-0.10$, $uC_{ox}=-0.10/0.90=-0.1111$. Therefore

$$
1+uL=1-0.1111\times\frac{352.3}{345.3}=0.887,
$$

$$
1+uC_s=1-0.1111\times\frac{160.8}{345.3}=0.9483.
$$

The recovered capacitance is $191.5/(0.887\times0.9483)=227.7$ nF/cm$^2$, which is 19 % too high. The axis is compressed locally by the factor 0.887. The contribution to the area changes by $1/0.9483=1.055$, close to the ratio for the whole peak.

**Whole peak.** The weighted means are $\langle C_s\rangle/C_{ox}=0.4748$ and $\langle C_{it}\rangle/C_{ox}=0.3875$. The first-order coefficients of $\delta$ are thus $-0.475$ for the integrated axis and

$$
-(2\times0.4748+0.3875)=-1.337
$$

for the correct axis. Numerical differentiation of the recovered areas gives the same values to three decimals. The area ratios are:

| $\delta$ | integrated axis | correct axis |
|---:|---:|---:|
| −10 % | 1.056 | 1.168 |
| −5 % | 1.026 | 1.074 |
| +5 % | 0.978 | 0.939 |
| +10 % | 0.959 | 0.889 |

A quick estimate replaces $C_s$ in (8) by its mean. At $-10\,\%$ this gives $1/(1-0.1111\times0.4748)=1.056$, equal to the full average at this precision. The first correction to the estimate is $u^2$ times the weighted variance of $C_s$, so the agreement shows that this variance matters little here.

The inversion of the synthetic curves was tested against averages computed separately from the analytic $C_s$ and from (3). They agree within $10^{-3}$ in the area ratio for all cases, including the fivefold peak and the 5 nm oxide. For the original peak and the 10 nm oxide, the numerical output lists both values side by side.

**Area and width are different matters.** Even with the correct $C_{ox}$, the recovered peak is not the original Gaussian. The function $f(1-f)/kT$ in (3) is a logistic distribution with variance $\pi^2(kT)^2/3$. Equation (3) convolves $D$ with it, and variances add under convolution:

$$
\sqrt{0.05^2+\frac{\pi^2}{3}(0.02585)^2}\ \text{eV}=0.0685\ \text{eV}.
$$

The recovered root-mean-square width is also 0.0685 eV. Thermal smearing raises the root-mean-square width by the factor $0.0685/0.05=1.37$ and preserves the area. The smeared peak is no longer Gaussian, so its full width at half maximum grows by a somewhat smaller factor.

## An error made by reading accumulation

One way to obtain a wrong $C'$ is to take the capacitance measured at a finite accumulation bias as the oxide capacitance. Let $C_{acc}$ be the semiconductor capacitance there. The interface states of the example are empty at that bias and do not contribute. The reading is the series combination

$$
C'=\frac{C_{ox}C_{acc}}{C_{ox}+C_{acc}},\qquad
\delta=\frac{C'}{C_{ox}}-1=-\frac1{1+C_{acc}/C_{ox}}.
$$

At $V_G=-2$ V, $C_{acc}/C_{ox}=36.06$. Hence $\delta=-1/37.06=-2.7\,\%$, and the reading is 336.0 nF/cm$^2$.

The inverse of the series combination is $1/C'=1/C_{ox}+1/C_{acc}$, so $u=-1/C_{acc}$. Equation (8) becomes

$$
\frac{N'}N=\left\langle\frac1{1-C_s/C_{acc}}\right\rangle.
$$

The oxide capacitance no longer appears explicitly: what counts is how much larger the semiconductor capacitance is in accumulation than at the peak. At a fixed gate bias it still acts through $C_{acc}$, because by (1) the accumulation charge depends on $C_{ox}$. With the mean value of $C_s$,

$$
\frac{N'}N\approx\frac1{1-0.4748/36.06}=1.013.
$$

The full calculation gives an excess of 1.3 % with the integrated axis and 3.8 % with a correct axis. These figures belong to the Boltzmann model. At this bias the model gives a surface hole density of about $5\times10^{19}$ cm$^{-3}$, which exceeds the effective density of states of the valence band. The holes are then degenerate, $C_{acc}$ is smaller than the Boltzmann value, and the error in the area is larger than stated. Quantum confinement in the accumulation layer is not included either.

Equation (8) isolates the error in $C_{ox}$. If some states fail to follow the low-frequency signal, or some still follow the high-frequency signal, equation (2) no longer describes the curves, and the area is wrong even for $\delta=0$.

## Table of computed values

```
temperature: 300 K; thermal voltage: 0.02585 V
acceptor density: 1.0e+17 cm^-3; intrinsic density: 1.0e+10 cm^-3
bulk potential phi_F: 0.4167 V
oxide thickness: 10.0 nm
true oxide capacitance: 345.31 nF/cm^2
Gaussian: area 2.00e+11 cm^-2, centre -0.070 eV, sigma 0.050 eV
surface-potential window: 0.05 to 0.65 V
gate-voltage window: 0.1381 to 1.1596 V
at Cit maximum: VG = 0.6923 V, psi_s = 0.3469 V
  C_LF = 174.37, C_HF = 109.71 nF/cm^2
  Cs = 160.79, Cit = 191.46 nF/cm^2
  recovered Cit there, delta -10 %: 227.72 nF/cm^2
  recovered Cit there, delta +10 %: 168.10 nF/cm^2
largest C_LF in window / Cox: 0.5748
area with correct Cox: 1.9999e+11 cm^-2
rms width: recovered 0.0685 eV, formula 0.0685 eV
weighted mean Cs: 163.95 nF/cm^2; Cs/Cox: 0.4748
weighted mean Cit: 133.82 nF/cm^2; Cit/Cox: 0.3875
slope, integrated axis: numerical -0.4747, formula -0.4748
slope, correct axis: numerical -1.3370, formula -1.3371
area ratios N'/N: integrated axis (formula), correct axis (formula)
  delta -10 %: 1.0557 (1.0557), 1.1680 (1.1680)
  delta -5 %: 1.0256 (1.0256), 1.0744 (1.0745)
  delta -2 %: 1.0097 (1.0098), 1.0278 (1.0279)
  delta +2 %: 0.9907 (0.9908), 0.9743 (0.9743)
  delta +5 %: 0.9779 (0.9779), 0.9393 (0.9394)
  delta +10 %: 0.9586 (0.9586), 0.8891 (0.8891)
large peak, delta -10 %: integrated 1.0556, correct 1.4607
large peak, delta +10 %: integrated 0.9586, correct 0.7889
5 nm oxide, delta -10 %: integrated 1.0271, correct 1.0788
5 nm oxide, delta +10 %: integrated 0.9788, correct 0.9420
large-peak area: 1.00e+12 cm^-2
accumulation reading at -2.0 V: 336.00 nF/cm^2
accumulation Cs/Cox: 36.06; delta: -2.698 %
resulting area error, integrated axis: +1.33 %
resulting area error, correct axis: +3.81 %
```
